# Why Sm and Nd Prefer Opposite Easy Directions in One Host: test program

```python
"""Single-ion anisotropy of Sm3+ (4f5) and Nd3+ (4f3) in one uniaxial host.

Result under test (Hartree atomic units):
    K1 = -3 J (J - 1/2) alpha_J <r^2> A20,   E(theta) = const + K1 sin^2(theta)
theta   : angle between the moment axis and the host axis
A20     : electron potential energy is U = A20 (3 z^2 - r^2) near the nucleus
alpha_J : Stevens factor, sum_i (3 cos^2 - 1) = alpha_J (3 Jz^2 - J(J+1))
Q_L, Q_J: sum_i <3 cos^2 - 1> in the states |L, ML=L> and |J, M=J>
n       : number of 4f electrons, Hund ground term L, S with J = L - S
"""
from fractions import Fraction
from itertools import combinations
from math import comb, sqrt
import numpy as np
from scipy.constants import physical_constants
from scipy.sparse import csr_matrix, diags
from scipy.special import lpmv, roots_genlaguerre

HARTREE_MEV = 1000 * physical_constants["Hartree energy in eV"][0]
IONS = {"Nd": 3, "Sm": 5}


def hund_numbers(n):
    L, S = Fraction(n * (7 - n), 2), Fraction(n, 2)
    return L, S, L - S


def alpha_L_formula(n):
    L = hund_numbers(n)[0]
    return Fraction(2 * (2 * n - 7)) / (45 * (2 * L - 1))


def alpha_J_formula(n):
    L, S, J = hund_numbers(n)
    return alpha_L_formula(n) * (L + 1) * (2 * L + 3) / ((J + 1) * (2 * J + 3))


# One-electron angular densities and asphericities by quadrature
cos_nodes, cos_weights = np.polynomial.legendre.leggauss(24)
polar_density = {}
q_orbital = {}
for m in range(-3, 4):
    shape = lpmv(abs(m), 3, cos_nodes) ** 2
    polar_density[m] = shape / np.sum(cos_weights * shape)
    q_orbital[m] = np.sum(cos_weights * polar_density[m] * (3 * cos_nodes**2 - 1))
    assert abs(q_orbital[m] - 2 * (12 - 3 * m * m) / 45) < 1e-12

# Hund filling of the orbitals with parallel spins
Q_L = {}
for n in range(1, 8):
    Q_L[n] = sum(q_orbital[3 - k] for k in range(n))
    assert abs(Q_L[n] - n * (2 * n - 7) * (7 - n) / 45) < 1e-12

# Spin orbitals: 0..6 spin up with m = 3..-3, 7..13 spin down with m = 3..-3
ORBITALS = [(m, s) for s in (0.5, -0.5) for m in range(3, -4, -1)]


def determinant_multiplet(n):
    """Ground multiplet from determinants: Q for each M, and data of |J,J>."""
    L, S, J = (float(x) for x in hund_numbers(n))
    dets = list(combinations(range(14), n))
    index = {d: i for i, d in enumerate(dets)}
    entries = {"L": ([], [], []), "S": ([], [], [])}
    for col, det in enumerate(dets):
        for p in det:
            m, s = ORBITALS[p]
            moves = []
            if m < 3:
                moves.append(("L", p - 1, sqrt(12 - m * (m + 1))))
            if s < 0:
                moves.append(("S", p - 7, 1.0))
            for kind, target, value in moves:
                if target in det:
                    continue
                new = tuple(sorted(target if x == p else x for x in det))
                sign = (-1) ** sum(target < x < p for x in det)
                vals, rows, cols = entries[kind]
                vals.append(sign * value)
                rows.append(index[new])
                cols.append(col)
    size = (len(dets), len(dets))
    L_plus, S_plus = (csr_matrix((v, (r, c)), shape=size)
                      for v, r, c in (entries["L"], entries["S"]))
    ML = np.array([sum(ORBITALS[p][0] for p in d) for d in dets], float)
    MS = np.array([sum(ORBITALS[p][1] for p in d) for d in dets], float)
    J_plus = L_plus + S_plus
    sector = np.where(np.abs(ML + MS - J) < 1e-9)[0]
    penalty = np.zeros((len(sector), len(sector)))
    for plus, proj, number in ((L_plus, ML, L), (S_plus, MS, S), (J_plus, ML + MS, J)):
        square = (plus.T @ plus + diags(proj**2 + proj)).tocsr()
        block = square[sector][:, sector].toarray()
        block = block - number * (number + 1) * np.eye(len(sector))
        penalty += block @ block
    values, vectors = np.linalg.eigh(penalty)
    assert abs(values[0]) < 1e-8 and values[1] > 1e-3   # exactly one such state
    top = np.zeros(len(dets))
    top[sector] = vectors[:, 0]
    q_det = np.array([sum(q_orbital[ORBITALS[p][0]] for p in d) for d in dets])
    q_of_M, state = [], top.copy()
    for step in range(int(round(2 * J)) + 1):
        q_of_M.append((J - step, np.sum(state**2 * q_det)))
        state = J_plus.T @ state
        norm = np.linalg.norm(state)
        if norm > 1e-8:
            state = state / norm
    weights = [np.sum(top[np.abs(ML - (L - k)) < 1e-9] ** 2) for k in range(n + 1)]
    occupation = {m: 0.0 for m in range(-3, 4)}
    for amplitude, det in zip(top, dets):
        for p in det:
            occupation[ORBITALS[p][0]] += amplitude**2
    return q_of_M, weights, occupation


multiplets = {}
for n in range(1, 6):
    L, S, J = hund_numbers(n)
    q_of_M, weights, occupation = determinant_multiplet(n)
    multiplets[n] = (q_of_M[0][1], weights, occupation)
    for M, q_value in q_of_M:
        expected = float(alpha_J_formula(n)) * (3 * M * M - float(J * (J + 1)))
        assert abs(q_value - expected) < 1e-7
    raw = np.array([comb(int(2 * S), k) / comb(int(2 * L), k) for k in range(n + 1)])
    assert np.allclose(weights, raw / raw.sum(), atol=1e-7)

# Host made of point charges, rows are (charge, x, y, z)
R_HOST, Q_HOST, R2_4F = 6.0, 0.1, 1.0


def axial_host(distance, charge):
    return np.array([[charge, 0, 0, distance], [charge, 0, 0, -distance]])


def ring_host(distance, charge):
    angles = np.arange(6) * np.pi / 3
    return np.array([[charge, distance * np.cos(a), distance * np.sin(a), 0]
                     for a in angles])


def A20_formula(host):
    R = np.linalg.norm(host[:, 1:], axis=1)
    return -0.25 * np.sum(host[:, 0] * (3 * (host[:, 3] / R) ** 2 - 1) / R**3)


def electron_potential(host, z):
    return -np.sum(host[:, 0] / np.linalg.norm(host[:, 1:] - [0, 0, z], axis=1))


host_axis, host_ring = axial_host(R_HOST, Q_HOST), ring_host(R_HOST, Q_HOST)
for host in (host_axis, host_ring):
    h = 0.05
    curvature = (electron_potential(host, h) - 2 * electron_potential(host, 0)
                 + electron_potential(host, -h)) / h**2
    assert abs(curvature / 4 / A20_formula(host) - 1) < 1e-3  # error of order (h/R)^2
A20 = A20_formula(host_axis)

# Slater-type 4f radial density r^8 exp(-2 zeta r), zeta set by <r^2>
zeta = sqrt(90 / (4 * R2_4F))
x_nodes, x_weights = roots_genlaguerre(20, 8)
radii, radial_weights = x_nodes / (2 * zeta), x_weights / x_weights.sum()
assert abs(np.sum(radial_weights * radii**2) - R2_4F) < 1e-10
r4_mean = np.sum(radial_weights * radii**4)
phi = 2 * np.pi * np.arange(24) / 24
r_g, c_g, p_g = np.meshgrid(radii, cos_nodes, phi, indexing="ij")
s_g = np.sqrt(1 - c_g**2)
X, Y, Z = r_g * s_g * np.cos(p_g), r_g * s_g * np.sin(p_g), r_g * c_g


def cloud_energy(n, host, theta):
    """Coulomb energy of the |J,J> cloud, moment at angle theta to the host axis."""
    occupation = multiplets[n][2]
    angular = sum(occupation[m] * polar_density[m] for m in occupation) * cos_weights
    weight = radial_weights[:, None, None] * angular[None, :, None] / len(phi)
    energy = 0.0
    for charge, x, y, z in host:
        xr = x * np.cos(theta) - z * np.sin(theta)
        zr = x * np.sin(theta) + z * np.cos(theta)
        distance = np.sqrt((X - xr) ** 2 + (Y - y) ** 2 + (Z - zr) ** 2)
        energy -= charge * np.sum(weight / distance)
    return energy


def K1_formula(n, a20):
    J = float(hund_numbers(n)[2])
    return -3 * J * (J - 0.5) * float(alpha_J_formula(n)) * R2_4F * a20


def momentum_matrices(j):
    proj = j - np.arange(int(round(2 * j)) + 1)
    plus = np.diag(np.sqrt(j * (j + 1) - proj[1:] * (proj[1:] + 1)), 1)
    return np.diag(proj), plus


def term_energy(n, spin_orbit, exchange, theta):
    """Lowest level of the LS term: spin-orbit + exchange on spin + A20 field."""
    L, S, _ = (float(x) for x in hund_numbers(n))
    Lz, Lp = momentum_matrices(L)
    Sz, Sp = momentum_matrices(S)
    one_L, one_S = np.eye(len(Lz)), np.eye(len(Sz))
    LS = np.kron(Lz, Sz) + 0.5 * (np.kron(Lp, Sp.T) + np.kron(Lp.T, Sp))
    spin_n = np.cos(theta) * Sz + np.sin(theta) * 0.5 * (Sp + Sp.T)
    factor = Q_L[n] / (L * (2 * L - 1))
    field = A20 * R2_4F * factor * (3 * Lz @ Lz - L * (L + 1) * one_L)
    H = spin_orbit * LS + exchange * np.kron(one_L, spin_n) + np.kron(field, one_S)
    return np.linalg.eigvalsh(H)[0]


SPIN_ORBIT, EXCHANGE = 0.002, 0.001
scan = np.radians(np.arange(0, 91, 10))
results = {}
for ion, n in IONS.items():
    K1 = K1_formula(n, A20)
    # direct Coulomb integration in the full potential of the axial host
    angles = np.radians([0, 30, 60, 90])
    energies = np.array([cloud_energy(n, host_axis, t) for t in angles])
    s2 = np.sin(angles[1:]) ** 2
    K_full = np.linalg.solve(np.column_stack([s2, s2**2, s2**3]),
                             energies[1:] - energies[0])
    near = energies[3] - energies[0]
    far_host = axial_host(10 * R_HOST, 1000 * Q_HOST)     # same A20, ten times farther
    far = cloud_energy(n, far_host, np.pi / 2) - cloud_energy(n, far_host, 0)
    assert abs(near / K1 - 1) < 0.03          # ranks 4 and 6 remain at finite distance
    assert abs(far / K1 - 1) < 5e-4
    ratio = (near - K1) / (far - K1)
    assert 80 < ratio < 120                   # rank 4 falls as distance^-2
    easy = {}
    for name, host in (("axis", host_axis), ("ring", host_ring)):
        easy[name] = np.degrees(scan[np.argmin([cloud_energy(n, host, t) for t in scan])])
    # strong spin-orbit and exchange must give the sin^2 law with K1
    limit = [term_energy(n, 1000.0, 1.0, t) for t in angles]
    for t, e in zip(angles[1:], limit[1:]):
        assert abs((e - limit[0]) / (K1 * np.sin(t) ** 2) - 1) < 0.01
    mixed = (term_energy(n, SPIN_ORBIT, EXCHANGE, np.pi / 2)
             - term_energy(n, SPIN_ORBIT, EXCHANGE, 0))
    assert mixed * K1 > 0                     # J mixing leaves the sign unchanged
    results[ion] = (K1, near, K_full[0], far, ratio, easy, mixed)

assert results["Sm"][5] == {"axis": 0.0, "ring": 90.0}
assert results["Nd"][5] == {"axis": 90.0, "ring": 0.0}

print(f"host: two charges of {Q_HOST:+.1f} e on the axis at {R_HOST:.1f} bohr")
print(f"A20 of this host = {A20:.4e} hartree/bohr^2")
print(f"A20 of six such charges in the plane = {A20_formula(host_ring):.4e} hartree/bohr^2")
print(f"4f <r^2> = {R2_4F:.1f} bohr^2, <r^4> = {r4_mean:.4f} bohr^4, zeta = {zeta:.4f} 1/bohr")
for m in range(4):
    print(f"one f electron, |m|={m}: <3cos^2-1> = {q_orbital[m]:+.4f}")
for n in range(1, 8):
    tail = f", alpha_J = {float(alpha_J_formula(n)):+.6f}" if n < 6 else ""
    print(f"4f^{n}: Q_L = {Q_L[n] + 0.0:+.4f}{tail}")
for ion, n in IONS.items():
    L, S, J = hund_numbers(n)
    QJ, weights, _ = multiplets[n]
    K1, near, K1_full, far, ratio, easy, mixed = results[ion]
    print(f"{ion}: n = {n}, L = {L}, S = {S}, J = {J}")
    print(f"{ion}: weights of ML = L, L-1, ...: " + " ".join(f"{w:.4f}" for w in weights))
    print(f"{ion}: alpha_L = {alpha_L_formula(n)}, alpha_J = {alpha_J_formula(n)}")
    print(f"{ion}: Q_J from determinants = {QJ:+.5f}")
    print(f"{ion}: mean cos^2 per 4f electron = {(QJ / n + 1) / 3:.4f} (sphere {1 / 3:.4f})")
    print(f"{ion}: K1 formula = {K1:+.4e} hartree = {K1 * HARTREE_MEV:+.3f} meV per ion")
    print(f"{ion}: E(90)-E(0), Coulomb integration = {near:+.4e} hartree")
    print(f"{ion}: sin^2 coefficient with ranks 4 and 6 = {K1_full:+.4e} hartree")
    print(f"{ion}: E(90)-E(0), charges 10x farther, same A20 = {far:+.5e} hartree")
    print(f"{ion}: departure from K1 shrinks by a factor {ratio:.1f}")
    print(f"{ion}: easy angle, axial host = {easy['axis']:.0f} deg, ring host = {easy['ring']:.0f} deg")
    print(f"{ion}: E(90)-E(0) with J mixing = {mixed:+.4e} hartree")
print(f"J-mixing model: spin-orbit {SPIN_ORBIT} hartree, exchange {EXCHANGE} hartree")
print(f"K1(Sm)/K1(Nd) = {results['Sm'][0] / results['Nd'][0]:.4f}")
print("finished without a failed check")
```

Running it gives:

```
host: two charges of +0.1 e on the axis at 6.0 bohr
A20 of this host = -4.6296e-04 hartree/bohr^2
A20 of six such charges in the plane = 6.9444e-04 hartree/bohr^2
4f <r^2> = 1.0 bohr^2, <r^4> = 1.4667 bohr^4, zeta = 4.7434 1/bohr
one f electron, |m|=0: <3cos^2-1> = +0.5333
one f electron, |m|=1: <3cos^2-1> = +0.4000
one f electron, |m|=2: <3cos^2-1> = -0.0000
one f electron, |m|=3: <3cos^2-1> = -0.6667
4f^1: Q_L = -0.6667, alpha_J = -0.057143
4f^2: Q_L = -0.6667, alpha_J = -0.021010
4f^3: Q_L = -0.2667, alpha_J = -0.006428
4f^4: Q_L = +0.2667, alpha_J = +0.007713
4f^5: Q_L = +0.6667, alpha_J = +0.041270
4f^6: Q_L = +0.6667
4f^7: Q_L = +0.0000
Nd: n = 3, L = 6, S = 3/2, J = 9/2
Nd: weights of ML = L, L-1, ...: 0.7692 0.1923 0.0350 0.0035
Nd: alpha_L = -2/495, alpha_J = -7/1089
Nd: Q_J from determinants = -0.23140
Nd: mean cos^2 per 4f electron = 0.3076 (sphere 0.3333)
Nd: K1 formula = -1.6070e-04 hartree = -4.373 meV per ion
Nd: E(90)-E(0), Coulomb integration = -1.6209e-04 hartree
Nd: sin^2 coefficient with ranks 4 and 6 = -1.7187e-04 hartree
Nd: E(90)-E(0), charges 10x farther, same A20 = -1.60711e-04 hartree
Nd: departure from K1 shrinks by a factor 107.6
Nd: easy angle, axial host = 90 deg, ring host = 0 deg
Nd: E(90)-E(0) with J mixing = -1.6586e-04 hartree
Sm: n = 5, L = 5, S = 5/2, J = 5/2
Sm: weights of ML = L, L-1, ...: 0.5455 0.2727 0.1212 0.0455 0.0130 0.0022
Sm: alpha_L = 2/135, alpha_J = 13/315
Sm: Q_J from determinants = +0.41270
Sm: mean cos^2 per 4f electron = 0.3608 (sphere 0.3333)
Sm: K1 formula = +2.8660e-04 hartree = +7.799 meV per ion
Sm: E(90)-E(0), Coulomb integration = +2.8704e-04 hartree
Sm: sin^2 coefficient with ranks 4 and 6 = +2.9013e-04 hartree
Sm: E(90)-E(0), charges 10x farther, same A20 = +2.86601e-04 hartree
Sm: departure from K1 shrinks by a factor 100.0
Sm: easy angle, axial host = 0 deg, ring host = 90 deg
Sm: E(90)-E(0) with J mixing = +3.2706e-04 hartree
J-mixing model: spin-orbit 0.002 hartree, exchange 0.001 hartree
K1(Sm)/K1(Nd) = -1.7834
finished without a failed check
```
